# Why twist averaging removes free-electron shell effects, and what remains

**Q:** I compute the energy of free electrons in a periodic cubic box at fixed density. As I add electrons, the energy per electron jumps above and below the bulk value. Where do the jumps come from?

**A:** From the discrete set of allowed wave vectors. Take \(N\) non-interacting electrons of one spin in a cube of side \(L\). An unpolarised gas then has \(2N\) electrons and the same energy per electron. In a periodic box \(\mathbf k=2\pi\mathbf n/L\), with \(\mathbf n\) an integer vector. I measure \(\mathbf k\) in units of \(2\pi/L\) and energy in units of \((2\pi/L)^2\), in atomic units, so that a level has energy \(\varepsilon=k^2/2\).

The levels form shells: one state at \(\varepsilon=0\), six at \(1/2\), twelve at \(1\), eight at \(3/2\), and so on. The bulk gas fills a smooth sphere of radius \(R\) instead, whose volume equals the number of states:

\[
N=\frac{4\pi R^3}{3},\qquad R=\frac{k_FL}{2\pi},\qquad 
E_{\rm bulk}=\int_{k<R}\frac{k^2}{2}\,d^3k=\frac{4\pi R^5}{10}=\frac{3}{10}R^2N .
\]

Consider \(N=27\), which closes the fourth shell. The box energy is \(6\cdot\tfrac12+12\cdot1+8\cdot\tfrac32=27\), or 1 per electron. Choose \(k_F=1\) bohr\(^{-1}\), so that the Fermi energy is \(E_F=0.5\) hartree and the bulk energy is 0.3 hartree (8.16 eV) per electron. The energy unit is \((2\pi/L)^2=k_F^2/R^2\), and \(R=(81/4\pi)^{1/3}=1.861\) makes it 0.2887 hartree. The box therefore gives 0.2887 hartree per electron, about 11.3 millihartree below the bulk.

**Q:** What does a twist change?

**A:** It changes the phase an orbital acquires on crossing the box:

\[
\psi(\mathbf r+L\mathbf e_i)=e^{i\theta_i}\psi(\mathbf r).
\]

For a plane wave this requires \(e^{ik_iL}=e^{i\theta_i}\) in ordinary units. In the units used here,

\[
\mathbf k=\mathbf n+\mathbf t,\qquad \mathbf t=\boldsymbol\theta/2\pi .
\]

This is Bloch's condition with the whole box as the unit cell. The twist shifts the grid of allowed points rigidly, and \(\mathbf t\) runs over one cell of that grid, which is the Brillouin zone of the supercell. Let \(\langle\cdot\rangle\) denote the uniform average over this cell of unit volume. For any integrable function \(f(\mathbf k)\) that does not itself depend on the twist,

\[
\Big\langle\sum_{\mathbf n}f(\mathbf n+\mathbf t)\Big\rangle
=\sum_{\mathbf n}\int_{\rm cell}f(\mathbf n+\mathbf t)\,d^3t
=\int f(\mathbf k)\,d^3k ,
\]

because the shifted cells tile all of \(\mathbf k\) space once, without gaps or overlaps. The sum over grid points has become the bulk integral.

**Q:** Then the shell error vanishes, and we are finished?

**A:** That depends on how you fill the levels. The identity needs an \(f\) that is the same for all twists. If every twist is filled up to the bulk Fermi level \(\mu=R^2/2\), then \(f=k^2/2\) inside the sphere and zero outside, and the average energy equals \(E_{\rm bulk}\). The particle number then varies from twist to twist, with average \(N\). This is grand-canonical filling.

If you put \(N\) electrons into the box at every twist, the highest occupied level moves with the twist. The cutoff in \(f\) depends on \(\mathbf t\), and the identity no longer applies to the energy. This is canonical filling, and it needs a separate argument.

**Q:** Before that, can you show me the shell effect as something the average cancels? "The points fill the zone" tells me the answer but not the mechanism.

**A:** Use the sum of energies measured from the Fermi level,

\[
\Omega(\mathbf t)=\sum_{|\mathbf n+\mathbf t|<R}\Big(\frac{|\mathbf n+\mathbf t|^2}{2}-\mu\Big).
\]

It is periodic in \(\mathbf t\), so it has a Fourier series \(\Omega(\mathbf t)=\sum_{\mathbf m}\Omega_{\mathbf m}e^{2\pi i\mathbf m\cdot\mathbf t}\) with integer vectors \(\mathbf m\). Since \(e^{2\pi i\mathbf m\cdot\mathbf n}=1\), the tiling argument turns each coefficient into an integral over the sphere:

\[
\Omega_{\mathbf m}=\int_{k<R}\frac{k^2-R^2}{2}\,e^{-2\pi i\mathbf m\cdot\mathbf k}\,d^3k .
\]

To evaluate it, write \((k^2-R^2)/2=-\int_k^R q\,dq\) and exchange the order of integration. With \(a=2\pi|\mathbf m|\), the inner integral is over a sphere of radius \(q\):

\[
\int_{k<q}e^{-2\pi i\mathbf m\cdot\mathbf k}d^3k
=4\pi\int_0^q k^2\,\frac{\sin ak}{ak}\,dk
=\frac{4\pi}{a^3}(\sin aq-aq\cos aq)=\frac{4\pi q^2}{a}j_1(aq),
\]

where \(j_1(x)=\sin x/x^2-\cos x/x\). The remaining integral follows from \(\frac{d}{dx}[x^3j_2(x)]=x^3j_1(x)\):

\[
\Omega_{\mathbf m}=-\frac{4\pi}{a}\int_0^R q^3j_1(aq)\,dq
=-\frac{4\pi R^3}{a^2}j_2(aR)=-\frac{R^3}{\pi m^2}\,j_2(2\pi R|\mathbf m|).
\]

For large argument \(j_2(x)\to-\sin x/x\), so

\[
\Omega_{\mathbf m}\to\frac{R^2}{2\pi^2|\mathbf m|^3}\sin(2\pi R|\mathbf m|),\qquad \mathbf m\neq0 .
\]

The term \(\mathbf m=0\) is \(\Omega_0=2\pi(R^5/5-R^5/3)=-4\pi R^5/15\), and \(\mu N+\Omega_0=4\pi R^5/10=E_{\rm bulk}\). The other terms are the finite-size effect.

Each \(\mathbf m\) counts how often a path winds round the box in the three directions. Its phase \(2\pi R|\mathbf m|=k_FL|\mathbf m|\) is the phase an electron at the Fermi surface collects along it. In a periodic box \(\mathbf t=0\), and windings of equal length add with the same sign. A twist gives each winding the factor \(e^{2\pi i\mathbf m\cdot\mathbf t}\), whose uniform average is zero for \(\mathbf m\neq0\).

**Q:** Does this predict the sign of my periodic error?

**A:** For the larger errors a rough estimate usually does. Keep the six shortest windings, use the large-argument form, and divide by \(N\) and by the Fermi energy \(R^2/2\):

\[
\frac{\text{error per electron}}{E_F}\approx\frac{6\sin(2\pi R)}{\pi^2N}.
\]

For \(N=27\), \(R=1.861\) and the sine is \(-0.77\), which gives \(-8.6\) millihartree; the computed error is \(-11.3\). For \(N=57\), \(R=2.387\) and the sine is \(+0.65\), which gives \(+3.5\) against \(+4.7\). For \(N=33\), \(R=1.990\) lies close to a zero of the sine, and the computed error is only \(-1.5\).

The estimate omits longer windings, corrections to the large-argument form and a cost that comes from fixing \(N\), and it can fail. For \(N=7\) it gives \(+40\) millihartree against the computed \(+4.3\). For \(N=200\) and 400 it gives \(-1.1\) and \(-0.3\), while the computed errors are both \(+0.3\). A numerical test with the full \(\Omega(0)-\Omega_0\), for \(N\) from 32 to 511, gives a correlation of 0.93 with the periodic error, both taken as total energies in units of \(E_F\).

**Q:** What is that cost of fixing \(N\)?

**A:** Let \(D(\mathbf t)\) be the number of levels below \(\mu\) minus \(N\). The energy of the \(N\) lowest levels is \(\mu N\) plus the sum of \(\varepsilon-\mu\) over them. Compare that sum with \(\Omega(\mathbf t)\), which contains all the negative terms.

If \(D<0\), you must add \(|D|\) levels above \(\mu\), and each adds a positive amount. If \(D>0\), you must leave out \(D\) levels below \(\mu\), and each omission removes a negative amount. In both cases the energy rises:

\[
E_N(\mathbf t)=\mu N+\Omega(\mathbf t)+C(\mathbf t),\qquad
C(\mathbf t)=\sum_{\rm moved}|\varepsilon-\mu|\ge0 .
\]

Averaging removes the windings from \(\Omega\) but cannot cancel a quantity that is never negative:

\[
\langle E_N\rangle-E_{\rm bulk}=\langle C\rangle\ge0 .
\]

Canonical twist averaging thus removes the first-order, oscillating error and leaves a bias upwards.

**Q:** If the twists fill the zone uniformly, how can the averaged occupation still be wrong?

**A:** The allowed points fill space uniformly, but the occupied ones do not fill a sphere. A point \(\mathbf k\) belongs to the same twist as all points \(\mathbf k-\mathbf G\) with \(\mathbf G\) an integer vector. It is occupied if fewer than \(N\) of these lie closer to the origin. The condition \(|\mathbf k-\mathbf G|<|\mathbf k|\) is the same as

\[
2\mathbf k\cdot\mathbf G>G^2,
\]

which says that \(\mathbf k\) lies beyond the Bragg plane of \(\mathbf G\). Occupied points have crossed fewer than \(N\) Bragg planes, so together they fill the first \(N\) Brillouin zones of the supercell. This region has the volume of the Fermi sphere but a faceted shape. Among regions of given volume the sphere has the lowest kinetic energy, since any displaced volume moves from below \(\mu\) to above it.

For \(N=1\) the region is a unit cube. Its energy is \(\tfrac12\cdot3\cdot\tfrac1{12}=0.125\), while the sphere of equal volume has \(0.3R^2=0.115\). For \(N=7\), counting Bragg planes and sorting levels were tested against each other on the same coarse grid, and the energies agree.

**Q:** Is there a case in which the two ways of filling agree?

**A:** Yes, one dimension. There the bulk Fermi segment runs from \(-N/2\) to \(N/2\). A segment of length \(N\) contains \(N\) points of a unit-spaced grid wherever the grid is placed, apart from twists that put points on the ends, which carry no weight. Hence \(D=0\) and \(C=0\). For odd \(N\) and \(|t|<1/2\) you can see it directly, since the term linear in \(t\) cancels between \(n\) and \(-n\):

\[
E_N(t)=\sum_{n=-(N-1)/2}^{(N-1)/2}\frac{(n+t)^2}{2}
=\frac{N(N^2-1)}{24}+\frac{Nt^2}{2}.
\]

With \(\langle t^2\rangle=1/12\) the average is \(N^3/24\), which equals \(\int_{-N/2}^{N/2}(k^2/2)\,dk\). In three dimensions the number of grid points inside a sphere does depend on where the grid is placed, and this produces the bias.

**Q:** How large is the bias in three dimensions?

**A:** Near the Fermi level the mean density of levels is

\[
g=\frac{dN}{d\mu}=\frac{4\pi R^2\,dR}{R\,dR}=4\pi R .
\]

If the levels near \(\mu\) are treated as evenly spaced by \(1/g\), moving \(|D|\) of them costs \(\int_0^{|D|}(x/g)\,dx\), so

\[
\langle C\rangle\approx\frac{\langle D^2\rangle}{2g}.
\]

This is a leading-order estimate for large \(N\), not a bound. For ten sample sizes between \(N=7\) and 400 the true bias is between 0.87 and 1.21 times this value. Individual small \(N\) depart further: over all \(N\) from 7 to 400 the ratio runs from about 0.6 (\(N=15\)) to about 1.8 (\(N=9\)). Averaged over \(N\) from 1000 to 4000 it is 1.0.

The Fourier coefficients of \(D\) are those of a filled sphere, which we have already found: \(D_{\mathbf m}=2R^2j_1(2\pi R|\mathbf m|)/|\mathbf m|\) for \(\mathbf m\neq0\), and the average of \(D\) is zero. Parseval's theorem and \(j_1(x)\to-\cos x/x\) give

\[
\langle D^2\rangle=\sum_{\mathbf m\neq0}|D_{\mathbf m}|^2\to
\sum_{\mathbf m\neq0}\frac{R^2\cos^2(2\pi R|\mathbf m|)}{\pi^2|\mathbf m|^4}.
\]

Smoothing over \(R\) replaces \(\cos^2\) by \(1/2\). With \(S=\sum_{\mathbf m\neq0}|\mathbf m|^{-4}=16.53\),

\[
\langle D^2\rangle\approx\frac{SR^2}{2\pi^2},\qquad
\langle C\rangle\approx\frac{SR^2}{2\pi^2}\cdot\frac1{8\pi R}=\frac{SR}{16\pi^3}.
\]

Dividing by \(N\) and by \(E_F=R^2/2\), and inserting \(R=(3N/4\pi)^{1/3}\),

\[
\frac{\langle C\rangle}{NE_F}\approx\frac{S}{8\pi^3RN}\approx0.107\,N^{-4/3}.
\]

**Q:** And how does the periodic error scale?

**A:** Group the windings by \(s=m^2\), with \(r_s\) vectors in each group. At zero twist,

\[
\Omega(0)-\Omega_0\approx\frac{R^2}{2\pi^2}\sum_{s\ge1}\frac{r_s}{s^{3/2}}\sin(2\pi R\sqrt s).
\]

The sines have different frequencies in \(R\), so cross terms average out over a long range of \(R\), and each squared sine averages to \(1/2\). I neglect \(C(0)\) here. This is a large-\(N\) step, supported by the numbers below and not by a proof; at a few hundred electrons \(C(0)\) is not yet small compared with the oscillating part. Dividing by \(R^2/2\) gives the root-mean-square total error in units of \(E_F\):

\[
\frac1{\pi^2}\Big(\frac12\sum_{s\ge1}\frac{r_s^2}{s^3}\Big)^{1/2}=0.61 .
\]

The typical periodic error per electron is therefore \(0.61\,E_F/N\), with either sign. Direct filling for \(N\) from 32768 to 65535 gives 0.60 for the same coefficient. Shorter ranges scatter, from 0.42 to 0.94 below \(N=512\). From \(N=32\) to 63, for instance, \(R\) grows from 1.97 to 2.47, only half a period of the slowest sine, so the averaging assumption is not met there.

**Q:** Please put the two errors side by side.

**A:** These are errors per electron relative to the bulk energy, in millihartree, at \(k_F=1\) bohr\(^{-1}\):

| \(N\) | periodic | canonical twist average |
|---:|---:|---:|
| 7 | 4.33 | 2.9 |
| 27 | −11.28 | 0.64 |
| 33 | −1.51 | 0.73 |
| 57 | 4.72 | 0.25 |
| 123 | 2.38 | 0.09 |
| 400 | 0.29 | 0.02 |

The twist-averaged error is positive throughout, while the periodic one changes sign. In power of \(N\) the gain is modest: \(N^{-4/3}\) against \(N^{-1}\). The typical gain is the prefactor ratio \(0.61/0.107\approx5.7\) times \(N^{1/3}\), which is 3 at \(N=27\) and 7.4 at \(N=400\), so at these sizes the two factors are comparable. For a few values of \(N\) between 1 and 511 the periodic error is smaller in magnitude than the twist-averaged bias. A single good periodic result is therefore no evidence of convergence.

With grand-canonical filling the continuous average has no error. On a finite twist grid the average electron number differs slightly from \(N\), and the summed energy inherits an error \(\mu\langle D\rangle\). The combination \(\mu N+\langle\Omega\rangle\) removes this term; on the \(48^3\) grid it reproduces the bulk energy per electron to better than 0.0002 millihartree for all sizes in the numerical output. The uncorrected grand-canonical energy was tested only to within 0.1% of the bulk energy.

**Q:** The canonical bias rises from \(N=27\) to 33. I expected a steady fall.

**A:** The \(N^{-4/3}\) law holds after smoothing; the factors \(\cos^2(2\pi R|\mathbf m|)\) survive at individual \(N\). For the six shortest windings this factor is 0.41 at \(N=27\) and nearly 1 at \(N=33\). The root-mean-square value of \(D\) rises from 1.62 to 2.15, and \(\langle D^2\rangle\) by a factor 1.75; these six windings supply about 70% of the increase, and longer ones the rest. To obtain the energy per electron at fixed density, \(\langle D^2\rangle\) is divided by \(2g\propto R\), by \(N\) and by \(R^2\) from the energy unit, that is, by a constant times \(N^2\) in total. The expected change is \(1.75\times(27/33)^2=1.17\), and the computed one is \(0.730/0.640=1.14\).

So a weaker shell effect remains in the bias. Canonical averaging removes the oscillation of first order, not every trace of the shells.

**Q:** I can afford only a few twists. How many are enough?

**A:** Take a uniform \(M\times M\times M\) grid. Along each axis the average of \(e^{2\pi im_it_i}\) is a geometric sum, which vanishes unless \(m_i\) is a multiple of \(M\). In \(\Omega\), the shortest surviving winding has length \(M\), and its amplitude is smaller by about \(M^{-3}\). The cost \(C\) has to be sampled as well, and \(D\) jumps whenever a level crosses \(\mu\).

The following numbers use the midpoint grid \(t_i=(j+\tfrac12)/M-\tfrac12\), \(j=0,\dots,M-1\), which omits the zero twist for even \(M\); another offset gives other values. For \(N=27\) the canonical error is \(-11.28\) millihartree with the single zero twist, then 2.43 with \(2^3\) twists, 0.67 with \(4^3\), 0.71 with \(8^3\) and 0.64 (17.4 meV) with \(48^3\). The approach is not monotonic: \(8^3\) lies farther from the dense result than \(4^3\). The six windings of length 8 can contribute at most about

\[
\frac{6E_F}{\pi^2\cdot8^3\cdot27}\approx0.02\ \text{millihartree}
\]

in the large-argument form, less than the observed difference of 0.07. Splitting the \(8^3\) result shows where the difference lies: all surviving windings in \(\Omega\) together give 0.010 millihartree, while the sampled \(\langle C\rangle\) is 0.703 against the dense value 0.640. In practice, increase the grid until the change is small compared with the accuracy you need, and do not trust one small step.

**Q:** Does this carry over to real materials and to interacting electrons?

**A:** The tiling argument holds for independent electrons in a periodic potential, with band energies in place of \(k^2/2\). In a three-dimensional metal the sharp Fermi surface generally makes the level count depend on the twist, and fixed \(N\) then leaves a positive bias. Symmetry can prevent this. In a half-filled simple cubic band with nearest-neighbour hopping, and an even number of sites along each edge of the box, the levels come in pairs \(\pm\varepsilon\) about the band centre, so half of them lie below the Fermi level at a general twist. At special twists some levels sit at the band centre itself, where moving them costs nothing. Hence \(C=0\) at every twist and the bias vanishes. In an insulator whose filled bands are separated from the empty ones by a gap at a common energy, every twist has the same number of levels below the gap. Then \(D=0\), and the two fillings agree.

With interactions, the energy is no longer a sum of \(f(\mathbf k)\) over occupied points, and the proof stops there. Twist averaging still addresses the part of the error that comes from discrete wave vectors. Errors from the Coulomb energy and from correlations cut off by the box need their own treatment. Grand-canonical filling also makes the electron number, and with it the density in the box, vary between twists. For free electrons this is harmless, but in an interacting calculation its effect on the energy must be examined separately.

## Computed values

```
Fourier coefficients of Omega, N=19, unit (2pi/L)^2
  m=(1, 0, 0): level sums -0.1342, formula -0.1342
  m=(1, 1, 0): level sums 0.0353, formula 0.0353
  m=(2, 1, 0): level sums -0.0123, formula -0.0123
First 7 zones: volume 7.0000 (2pi/L)^3
  energy by zones 2.98242, by levels 2.98242 (2pi/L)^2
k_F = 1.0 bohr^-1, E_F = 0.50 hartree
Bulk energy = 0.300 hartree = 8.163 eV per electron
Errors per electron in millihartree; L in bohr; spread = rms of D
ratio = canonical bias / [<D^2>/(2g)]
   N      L   periodic  canonical  grand-can.  spread  ratio
   7    7.46     4.334     2.9157     0.00019    0.841  1.211
  19   10.40   -11.888     0.7601     0.00008    1.292  0.986
  27   11.69   -11.276     0.6397    -0.00005    1.623  1.062
  33   12.50    -1.507     0.7296     0.00006    2.148  1.033
  57   15.00     4.721     0.2492     0.00002    2.257  0.954
  81   16.86    -6.969     0.0919     0.00004    2.040  0.869
 123   19.38     2.381     0.0909    -0.00001    2.956  0.945
 200   22.79     0.315     0.0381    -0.00000    3.195  0.895
 251   24.59    -1.837     0.0376    -0.00000    4.034  0.873
 400   28.72     0.294     0.0242     0.00000    4.799  1.010
Correlation of periodic error with Omega(0)-Omega_0, N=32..511: 0.933
Lattice sum S = 16.532
Predicted N^(4/3)*bias/E_F = 0.1074
Predicted rms of N*periodic error/E_F = 0.606
  N=32..63: N^(4/3)*bias/E_F 0.1032, rms N*periodic/E_F 0.942
  N=64..127: N^(4/3)*bias/E_F 0.1087, rms N*periodic/E_F 0.647
  N=128..255: N^(4/3)*bias/E_F 0.1009, rms N*periodic/E_F 0.418
  N=256..511: N^(4/3)*bias/E_F 0.1095, rms N*periodic/E_F 0.610
  N=2048..4095: rms N*periodic/E_F 0.667
  N=32768..65535: rms N*periodic/E_F 0.604
N in 1..511 where the periodic error is smaller: 7
N=27: canonical error per electron (millihartree) against twist grid
  1^3 twists: -11.2758
  2^3 twists: 2.4253
  4^3 twists: 0.6709
  8^3 twists: 0.7126
  48^3 twists: 0.6397 = 17.408 meV
```
